# Why is a shallow donor not half filled at its own level?

**Question**

I am modelling a hydrogen-doped zinc oxide film at 77 K. It has $3\times10^{16}$ donors and $1\times10^{16}$ filled acceptors per cm³. I used the Fermi function for the donors, so a donor is half filled when the Fermi energy equals its level. A colleague says that this is wrong for a donor, although the Fermi function is right for the band. How can both be true? What is the correct filling, and does it matter for the free-electron density?

**Answer**

The Fermi function gives the occupation of one independent spin-orbital. A shallow donor offers two, spin up and spin down, and they are not independent: once one is filled, repulsion keeps the other empty. Under the conditions below, the filling at the level is $2/3$. In your film, using the ordinary Fermi function for the donors instead nearly doubles the predicted free-electron density.

**What is being counted**

Let $E_d$ be the energy of the neutral donor with one electron minus that of the ionized donor. I measure it from the conduction-band edge, so $E_d=-E_b$, where $E_b>0$ is the binding energy. The Fermi energy $\mu$ has the same zero. "Filling" means the mean number of electrons on the donor.

The simple donor has one orbital, two spin states of equal energy, and a repulsion $U$ between two electrons on it. Its possible states are:

- empty, with energy $0$;
- one electron, spin up or spin down, with energy $E_d$ each;
- two electrons of opposite spin, with energy $2E_d+U$.

The donor exchanges energy and electrons with a large reservoir. If the donor takes energy $E$ and $N$ electrons, the reservoir loses them, and its entropy changes by $-(E-\mu N)/T$. The number of reservoir states is the exponential of its entropy over $k$, so each donor state has the weight $e^{-(E-\mu N)/kT}$. With

$$x=e^{(\mu-E_d)/kT},\qquad w=e^{-U/kT},$$

the four weights are $1$, $x$, $x$ and $x^2w$. The mean electron number is the sum of number times weight, divided by the sum of weights:

$$\langle N\rangle=\frac{0\cdot1+1\cdot x+1\cdot x+2\cdot x^2w}{1+x+x+x^2w}=\frac{2x+2x^2w}{1+2x+x^2w}.$$

Now let $U\gg kT$, with $\mu$ well below $E_d+U$. The doubly filled state is then negligible, because its weight relative to the two one-electron states together is

$$\frac{x^2w}{2x}=\frac12e^{(\mu-E_d-U)/kT}\ll1.$$

What remains is the filling

$$f=\frac{2x}{1+2x}=\frac{1}{1+\frac{1}{2x}}=\frac{1}{1+\frac12e^{(E_d-\mu)/kT}}.$$

At $\mu=E_d$ we have $x=1$. Three states have equal weight, and two of them hold an electron, so $f=2/3$. Each spin state separately is occupied with probability $1/3$, not $1/2$.

Half filling needs $2x=1$, which means

$$\mu=E_d-kT\ln2.$$

At 77 K, $kT=0.006635$ eV, and the shift is $-0.0046$ eV. The neutral donor has spin entropy $k\ln2$, so its free energy lies $kT\ln2$ below its energy. The ordinary Fermi function does give $f$ if $E_d$ is replaced by this free energy.

The filling is $0.424$ at one $kT$ below the level and $0.845$ at one $kT$ above it. These values are not symmetric about one half, because the centre of the curve lies at $E_d-kT\ln2$.

**Both causes are needed**

Keep the two spins but set $U=0$. Then $w=1$, the denominator is $(1+x)^2$, and

$$\langle N\rangle=\frac{2x(1+x)}{(1+x)^2}=\frac{2x}{1+x}.$$

At the level this is one electron in two places: each spin-orbital is half filled, as the Fermi function says. Spin degeneracy alone does not spoil the Fermi function. A conduction-band orbital is close to this case: it extends over a region much larger than a donor, so two electrons in it repel each other very little. At the low electron density here, the band electrons are therefore nearly independent, and the Fermi function is right for them.

Now keep the exclusion but allow one spin state only. The weights are $1$ and $x$, so $f=x/(1+x)$, again $1/2$ at the level. A strong spin splitting has the same effect. Let the levels be $E_d\pm h$ and put $\mu$ at the lower one, $E_d-h$. With double occupancy excluded,

$$f=\frac{1+e^{-2h/kT}}{2+e^{-2h/kT}}\longrightarrow\frac12\qquad(2h\gg kT).$$

For two degenerate spins and any repulsion, setting $x=1$ in the general result gives

$$\langle N\rangle_{\mu=E_d}=\frac{2+2w}{3+w},$$

which runs from $1$ at $U=0$ to $2/3$ for $U\gg kT$.

There is a mirror case at $\mu=E_d+U$. There $xw=1$, so the weights are $1,x,x,x$. If $U\gg kT$, then $x\gg1$ and the empty state drops out. The mean number is $(1+1+2)/3=4/3$, not the halfway value $3/2$. Now the one-electron charge state is favoured by its two spin arrangements from the other side.

**The same result from rates**

Let the donor exchange electrons with a reservoir that has states at energy $E_d$, each occupied with probability $p=x/(1+x)$. An empty donor can capture an electron of either spin, at rate $Gp$ for each, so the total rate is $2Gp$. A filled donor holds one electron of definite spin, which can leave into an empty reservoir state of that spin, at rate $G(1-p)$. In the steady state the two flows balance:

$$(1-f)\,2Gp=f\,G(1-p).$$

Collecting the terms in $f$ gives $2p=f(1-p+2p)$, hence

$$f=\frac{2p}{1+p}.$$

Inserting $p=x/(1+x)$ returns $2x/(1+2x)$. At the level $p=1/2$: the reservoir states are half filled, yet the donor is two-thirds filled, because there are two ways in and one way out.

**From filling to free electrons**

In atomic units, a parabolic band of effective mass $m$ has the density of states $(2m)^{3/2}\sqrt E/(2\pi^2)$, both spins included. If $\mu$ lies several $kT$ below the edge, the Fermi function in the band reduces to $e^{(\mu-E)/kT}$. Using $\int_0^\infty\sqrt E\,e^{-E/kT}dE=\frac{\sqrt\pi}{2}(kT)^{3/2}$,

$$n=N_ce^{\mu/kT},\qquad N_c=2\left(\frac{mkT}{2\pi}\right)^{3/2}.$$

Charge neutrality requires the positive donors to balance the free electrons and the filled acceptors:

$$N_d(1-f)=n+N_a,\qquad\text{so}\qquad N_df=N_d-N_a-n.$$

From the filling formula, $(1-f)/f=1/(2x)=\frac12e^{(E_d-\mu)/kT}$. Multiplying by $n$ removes $\mu$:

$$\frac{n(n+N_a)}{N_d-N_a-n}=\frac{N_c}{2}e^{-E_b/kT}\equiv K.$$

The Fermi function with one state per donor would give the same equation without the factor $1/2$. Multiplying out,

$$n^2+(N_a+K)n-K(N_d-N_a)=0,$$

with the positive root

$$n=\frac{2K(N_d-N_a)}{b+\sqrt{b^2+4K(N_d-N_a)}},\qquad b=N_a+K.$$

When $n$ is much smaller than both $N_a$ and $N_d-N_a$, this becomes $n\approx K(N_d-N_a)/N_a$. The density is then proportional to $K$, and an error of two in $K$ passes straight into $n$.

Your film has $N_a=N_d/3$. With few free electrons, one third of the donors must be ionized and two thirds filled, so $\mu$ must lie almost at $E_d$.

**Numbers for the film**

I take an effective mass of $0.28$ electron masses and a static dielectric constant $\epsilon=8.5$, rough typical values for zinc oxide. The donor electron has the Hamiltonian $-\nabla^2/(2m)-1/(\epsilon r)$. Substituting $r=(\epsilon/m)\rho$ turns it into $(m/\epsilon^2)(-\nabla_\rho^2/2-1/\rho)$, a hydrogen atom with rescaled energy and length. Therefore

$$E_b=\frac{m}{2\epsilon^2}=0.0527\ \text{eV},\qquad a=\frac{\epsilon}{m}=16.1\ \text{Å}.$$

At 77 K, $N_c=4.835\times10^{17}$ cm⁻³ and $K=8.555\times10^{13}$ cm⁻³. The estimate for small $n$ is $K(N_d-N_a)/N_a=2K=1.71\times10^{14}$ cm⁻³. The full root is

$$n=1.67\times10^{14}\ \text{cm}^{-3}.$$

Solving neutrality with the full Fermi function in the band gives the same density to the digits shown. This is expected, since $n/N_c=3.5\times10^{-4}$. The filling is

$$f=1-\frac{1\times10^{16}+1.67\times10^{14}}{3\times10^{16}}=0.661,$$

slightly below $2/3$ because the free electrons also came from donors. The Fermi energy lies $0.00017$ eV below $E_d$.

The half-filling rule meets the same neutrality condition by placing $\mu$ at $0.0043$ eV above $E_d$. It predicts $n=3.26\times10^{14}$ cm⁻³, which is $1.95$ times the correct density for the same donor, dopant densities and temperature.

The error can also enter a fit to data. For small $n$,

$$\ln\frac{n}{T^{3/2}}=\text{const}+\ln\frac{N_d-N_a}{2N_a}-\frac{E_b}{kT}.$$

With constant $m$ and $E_b$, the slope against $1/T$ gives $E_b$ whether or not the $2$ is present. The intercept does not forgive its omission: the inferred $(N_d-N_a)/N_a$ is half the true value. Your film, with a true ratio of $2$, would be assigned $1$, that is, $N_a=N_d/2$. This straight-line fit needs $n$ far below $N_a$ at every temperature used. For your film it works well from 40 to 60 K, but from 60 to 90 K it returns a ratio of about $1.6$ even with the $2$ included. There the full root should be fitted instead.

**Is double occupancy really excluded?**

In this model a donor with two electrons is a rescaled negative hydrogen ion. A variational calculation, with an exponential in $r_1+r_2$ times polynomials of degree up to four in the electron distances, gives $-0.5277$ hartree for the ion. Degree three gives $-0.5269$. Higher degrees converge to $-0.52775$, about $0.0001$ below degree four, which leaves $U$ below unchanged to the digits shown. The rescaled hartree is $2E_b=0.1055$ eV, and two separate bound electrons have energy $-1$ in this unit. Thus

$$U=(-0.5277+1)\times0.1055\ \text{eV}=0.0498\ \text{eV}.$$

At 77 K, $U/kT=7.5$. Including the doubly filled state changes the filling at the level from $0.6667$ to $0.6669$.

Excited states can matter more. The second hydrogenic shell lies $3E_b/4$ above the ground state and has four orbitals with two spins each. It changes the one-electron weight at $\mu=E_d$ from $2$ to $2+8e^{-3E_b/4kT}$. At 77 K this gives $0.669$, and both corrections together also give $0.669$.

I stop at the second shell because of the space available. For random donor positions, the chance of no neighbour within $r$ is $e^{-4\pi N_dr^3/3}$. Integrating it over $r$ gives a mean nearest-neighbour distance of 178 Å. Half of this is 89 Å. Measured by the Bohr-orbit radius, the second shell has a size of $4a=64$ Å and fits; the third, $9a=145$ Å, does not. The second shell is a marginal case, because the mean radius of its 2s orbital is $6a=96$ Å. This is a rough cutoff, not a calculation of excited states in a crowd of donors.

At 300 K the simple rule fails for this donor. There $U/kT=1.9$, and the mean electron number at $\mu=E_d$ becomes $0.73$ with double occupancy, $0.79$ with the second shell and $0.82$ with both. The last two values depend on the cutoff. They show that two thirds is no longer a good approximation, but they are not precise predictions. Your film is not at this point at 300 K: neutrality then puts $\mu$ about $3.3\,kT$ below $E_d$, and most donors are ionized.

**Disorder, neighbours and the real material**

Charged impurities shift the donor levels by different amounts. The film holds about $2N_a$ charged centres per volume: the acceptors and a similar number of ionized donors. The Coulomb energy at their typical spacing, $(2N_a)^{1/3}/\epsilon$ in atomic units, is $0.0046$ eV. For a Gaussian spread of this standard deviation, with $\mu$ at the mean level, the average filling is $0.652$. This energy is only a scale. For frozen, uncorrelated charges the spread has no fixed size and grows with the sample, because nothing screens it. When the donors choose their charge states in thermal equilibrium at 77 K, they screen one another, and the spread is about twice this scale. A Gaussian spread of $0.0046$ to $0.009$ eV alone raises $n$ by about 7 to 25 percent. In equilibrium the mean donor level also moves up by a few meV, which the Gaussian model omits. With a flat band edge, the total shift of $\mu$ can then raise $n$ by about 70 percent, not far below the factor of two at issue. The density found above is therefore an estimate for isolated donor levels. At a fixed average filling, the spin factor still shifts $\mu$ by $kT\ln2$, a factor of two in $n$.

For a chosen spread of $0.030$ eV, representing strong disorder, the average falls to $0.557$. The reason is visible in the formula. A donor is more than half filled if its level lies below $\mu+kT\ln2$. When the spread $\sigma$ is much larger than $kT$, the average filling is nearly the fraction of levels below that energy:

$$\langle f\rangle\approx\frac12+\frac{kT\ln2}{\sqrt{2\pi}\,\sigma}=0.56.$$

Each level still obeys the two-thirds rule at its own energy; the average over the film does not. In a compensated film, neutrality fixes the average filling, so it is $\mu$ that moves. It must rise above the mean level to restore nearly two thirds.

Electrons can also tunnel between neighbouring donors. This is separate from the Coulomb forces between ionized donors, which belong to the level shifts above. A measure of the tunnelling is the integral of $1/r_b$ between the 1s orbitals of donors $a$ and $b$. Let $R$ be their distance in donor radii, $\xi=(r_a+r_b)/R$ and $\eta=(r_a-r_b)/R$. The volume element, integrated over the angle about the axis, is $2\pi(R/2)^3(\xi^2-\eta^2)\,d\xi\,d\eta$, and $r_b=R(\xi-\eta)/2$. The integral becomes

$$\frac{R^2}{2}\int_1^\infty\!d\xi\int_{-1}^{1}\!d\eta\,(\xi+\eta)e^{-R\xi}=R^2\int_1^\infty\xi e^{-R\xi}d\xi=(1+R)e^{-R}.$$

At the mean neighbour distance, $R=11.1$, and multiplying by $2E_b$ gives $2\times10^{-5}$ eV, far below $kT$. Close pairs couple much more strongly: for about one donor in twenty, the nearest neighbour is so close that this measure exceeds $kT$. The single-donor formula does not describe those pairs. A measuring field of $10^{-5}$ MV/cm tilts the potential by only $3\times10^{-6}$ eV across two donor radii.

Hydrogen can act as a shallow donor in zinc oxide, with a binding energy of some tens of meV, so the model is in the right range. The model also needs well-separated donors. At $10^{19}$ cm⁻³ the same distance formula gives about 26 Å, comparable with the donor radius. Separate donor levels are then a poor starting point, and the two-thirds rule should not be used. In an amorphous oxide, the assumption of one common donor level is also doubtful; at 77 K, the chosen $0.030$ eV spread moves the average at the mean level from $0.667$ to $0.557$.

The model also omits the short-range potential of the hydrogen, lattice polarization beyond a static $\epsilon$, and anisotropy. These shift $E_d$, and with it $n$. Changing $\epsilon$ from $8$ to $9$ alone moves $n$ from $0.6\times10^{14}$ to $3.8\times10^{14}$ cm⁻³, a larger change than the factor of two at issue. One measured density therefore cannot establish the spin factor unless $E_b$ is known separately. The filling at $\mu=E_d$ is less sensitive: for an isolated donor it stays at two thirds as long as the ground state is a simple spin pair, double occupancy costs many $kT$, and excited states are out of thermal reach.

The numerical output below lists the main computed values; most of the other numbers follow from them by the formulas given.

## Values computed for the example and the checks

```
electrons per donor at mu = E_d: 0.6667
same, per spin state: 0.3333
same, one spin state only: 0.5000
same, two spins and U = 0: 1.0000
same, spins split by 40 kT, mu at lower level: 0.5000
electrons per donor at mu = E_d -2 kT: 0.2130
electrons per donor at mu = E_d -1 kT: 0.4239
electrons per donor at mu = E_d +1 kT: 0.8446
electrons per donor at mu = E_d +2 kT: 0.9366
temperature: 77 K
thermal energy kT: 0.006635 eV
half-filling point, mu - E_d: -0.004599 eV
effective mass: 0.28 electron masses
static dielectric constant: 8.5
donor density N_d: 3.00e+16 cm^-3
acceptor density N_a: 1.00e+16 cm^-3
donor binding energy E_b: 0.05273 eV
donor radius: 16.06 angstrom
band constant N_c at 77 K: 4.835e+17 cm^-3
constant K at 77 K: 8.555e+13 cm^-3
film Fermi energy, mu - E_d: -0.000165 eV
film donor filling: 0.6611
free electrons, neutrality solved: 1.669e+14 cm^-3
free electrons, closed formula: 1.669e+14 cm^-3
mistaken formula, mu - E_d: 0.004277 eV
mistaken formula, free electrons: 3.259e+14 cm^-3
ratio mistaken / correct carriers: 1.953
negative hydrogen ion energy: -0.52767 hartree
same, smaller basis: -0.52688 hartree
donor repulsion U: 0.04981 eV
77 K: U/kT = 7.51
77 K, mu = E_d, with double occupancy: 0.6669
77 K, mu = E_d, with second shell: 0.6689
77 K, mu = E_d, with both: 0.6692
300 K: U/kT = 1.93
300 K, mu = E_d, with double occupancy: 0.7284
300 K, mu = E_d, with second shell: 0.7887
300 K, mu = E_d, with both: 0.8249
mean nearest-donor distance: 178.3 angstrom
coupling at that distance: 1.93e-05 eV
charged-impurity level spread: 0.00460 eV
filling at mean level, that spread: 0.6517
strong-disorder level spread (chosen): 0.030 eV
filling at mean level, that spread: 0.5567
applied field (chosen): 1e-05 MV/cm
energy drop across two donor radii: 3.21e-06 eV
dielectric constant 8.0: E_b = 0.05952 eV, n = 6.09e+13 cm^-3
dielectric constant 9.0: E_b = 0.04703 eV, n = 3.81e+14 cm^-3
conduction-band degeneracy measure n/N_c: 3.45e-04
```
